# Why a Fixed Exchange-Correlation Grid Breaks the Acoustic Sum Rule

**Question.** Moving a whole crystal or molecule without deforming it costs no energy, so its force constants should add up to zero and its uniform translation should have zero frequency. In a plane-wave calculation the basis treats all positions alike, yet the computed translation can acquire a finite or even imaginary frequency. How does evaluating the exchange-correlation energy on a fixed grid produce this, and how large is the effect?

**Answer.**

## What the sum rule requires

Let $X_\kappa$ be the position of nucleus $\kappa$ along $x$, and let

$$C_{\kappa\kappa'}=\frac{\partial^2E}{\partial X_\kappa\,\partial X_{\kappa'}}$$

be the force constants for motion along $x$. Move every nucleus by the same $u$. Since $dX_\kappa/du=1$ for each nucleus, the chain rule gives

$$\frac{dE}{du}=\sum_\kappa\frac{\partial E}{\partial X_\kappa},\qquad
\frac{d^2E}{du^2}=\sum_{\kappa\kappa'}C_{\kappa\kappa'} .$$

The force on one nucleus is $F_\kappa=-\partial E/\partial X_\kappa$, so in the same way

$$\sum_{\kappa'}C_{\kappa\kappa'}=-\frac{dF_\kappa}{du}.$$

If $E$ does not depend on $u$, neither do the forces, and every row sum vanishes. This is the acoustic sum rule. It does not require the nuclei to be at equilibrium. Conversely, a nonzero total sum is the curvature of an energy that does depend on $u$.

## Which part of the energy notices the shift

Consider a periodic cell of volume $\Omega$, with orbitals expanded in a fixed set of plane waves. A rigid shift turns $\psi(\mathbf r)$ into $\psi(\mathbf r-\mathbf u)$, which multiplies each coefficient $c_{\mathbf G}$ by $e^{-i\mathbf G\cdot\mathbf u}$. The shifted orbital uses the same plane waves, so the cutoff favours no position, even when the basis is far from converged.

The kinetic energy contains $|c_{\mathbf G}|^2$ and the Hartree energy contains $|n(\mathbf G)|^2$; the phases drop out. The electron-ion energy contains $V(\mathbf G)^*n(\mathbf G)$, in which both factors acquire the same phase, and it cancels. The repulsion of the nuclei depends on relative positions. With these terms evaluated in reciprocal space, as assumed here, none of them depends on $u$.

The exchange-correlation energy is different. It is the integral of a nonlinear function $f(n)$, replaced by a sum over grid points $\mathbf r_j$ of spacing $h$:

$$E_{\rm xc}^{h}=h^3\sum_j f\big(n(\mathbf r_j)\big).$$

The grid stays in place while the density moves through it. The sum samples different parts of the same profile, and the energy ripples with period $h$. This is the egg-box effect.

## The ripple from aliased components

Write $F(\mathbf r)=f(n(\mathbf r))$ for the unshifted density. The shifted density gives $F(\mathbf r-\mathbf u)$. For a cubic cell of edge $L=Nh$, expand

$$F(\mathbf r-\mathbf u)=\sum_{\mathbf G}F(\mathbf G)\,e^{i\mathbf G\cdot(\mathbf r-\mathbf u)},\qquad
F(\mathbf G)=\frac1\Omega\int_\Omega F(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

Summing over the grid leaves a geometric sum along each axis. With $G_x=2\pi m/L$ and $x_j=jh$,

$$\sum_{j=0}^{N-1}e^{2\pi i mj/N}=\begin{cases}N,& m \text{ a multiple of }N,\\ 0,&\text{otherwise.}\end{cases}$$

The surviving vectors are $\mathbf K=(2\pi/h)(m_1,m_2,m_3)$ with integer $m_i$. At the grid points their waves equal one, so the grid cannot distinguish them from a constant. This is aliasing. Since $h^3N^3=\Omega$,

$$E_{\rm xc}^{h}(\mathbf u)=\Omega\sum_{\mathbf K}F(\mathbf K)\,e^{-i\mathbf K\cdot\mathbf u}.$$

The term $\mathbf K=0$ is the true integral. For a shift along $x$, terms with $m_1=0$ are constant. Keep $m_1=\pm1$ and define

$$k=\frac{2\pi}{h},\qquad S=\Omega\sum_{m_2m_3}F(k,m_2k,m_3k).$$

Because $F(\mathbf r)$ is real, the terms with $m_1=-1$ are the complex conjugates of those with $m_1=1$. The ripple is therefore

$$\Delta E(u)=2\,{\rm Re}\big[S\,e^{-iku}\big],\qquad A=2|S|,$$

where $A$ is its amplitude, half the distance from minimum to maximum. The same derivation covers a functional of $n$ and $\nabla n$, provided the gradient is formed from the plane-wave components, because $F$ is then also carried along rigidly.

## Why the orbitals may be carried along unchanged

In a self-consistent calculation the orbitals can adapt to the grid. Let $\delta$ denote their allowed changes, measured in the frame moving with the nuclei. Without aliasing, the energy is stationary at $\delta=0$. With aliasing, to second order,

$$E(u,\delta)=E_0+\Delta E(u)+g(u)^{T}\delta+\tfrac12\,\delta^{T}H\delta ,$$

where $H$ is positive for a stable ground state and $g$ is of first order in the aliasing error. Setting the derivative with respect to $\delta$ to zero gives $\delta=-H^{-1}g$, and inserting it gives

$$E(u)=E_0+\Delta E(u)-\tfrac12\,g^{T}H^{-1}g .$$

The response thus enters at second order. To leading order, one reference density is enough to predict the self-consistent ripple.

## From a small energy to a visible force constant

Each derivative of $e^{-iku}$ brings down $-ik$. The net force on all nuclei and the sum of force constants are

$$\sum_\kappa F_\kappa=-\frac{dE}{du}=2\,{\rm Re}\big[ikS\,e^{-iku}\big],\qquad
\sum_{\kappa\kappa'}C_{\kappa\kappa'}=-2k^2\,{\rm Re}\big[S\,e^{-iku}\big].$$

Their largest values are $kA$ and $k^2A$. The factor $k^2$ explains why an energy that looks converged can give poor force constants. A shift by $h/2$ multiplies $e^{-iku}$ by $e^{-i\pi}=-1$ and so reverses the sign of the violation.

Linear-response theory does not avoid the problem if it uses the same grid sum: it obtains analytically the second derivative of the same rippling energy.

## Nonlinearity and bandwidth

Suppose the density has components up to index $p$ along each axis. The first nonzero grid vector has index $N$. If $N>p$, the density has no component there, and its integral, the charge, is exact for every $u$. The square $n^2$ has indices up to $2p$, so its integral is exact if $N>2p$.

Exchange in the local density approximation is

$$f(n)=-c_x n^{4/3},\qquad c_x=\frac34\left(\frac3\pi\right)^{1/3}\frac{e^2}{4\pi\varepsilon_0}.$$

This is not a polynomial in $n$, and the bandwidth argument supplies no index beyond which its components vanish. The aliased quantity is therefore the energy density $f(n)$, even when the density itself is fully resolved.

## A closed formula for a Gaussian density

How fast the components decay depends on the sharpness of the density. Take one electron in an isolated Gaussian of width $s$:

$$n(r)=(2\pi s^2)^{-3/2}e^{-r^2/2s^2}.$$

Raising it to the power $4/3$ multiplies the exponent by $4/3$, so $F$ is a Gaussian with the smaller squared width $s'^2=3s^2/4$. Its integral is the exchange energy $E_x$ in the spin-unpolarized local approximation used here, and its Fourier integral is

$$\int F\,e^{-i\mathbf K\cdot\mathbf r}\,d^3r=E_x\,e^{-K^2s'^2/2}.$$

At $K=2\pi/h$ the exponent is

$$\frac{K^2s'^2}{2}=\frac12\,\frac{4\pi^2}{h^2}\,\frac{3s^2}{4}=\frac{3\pi^2s^2}{2h^2}.$$

Leaving out transverse grid vectors,

$$A\simeq2|E_x|\,e^{-3\pi^2s^2/2h^2}.$$

A Gaussian has no strict bandwidth, so its charge ripples too, with relative amplitude $2e^{-2\pi^2s^2/h^2}$. This is smaller because the density is broader than its power $4/3$.

For $s=25$ pm, $|E_x|=1.766\times10^{-18}$ J. At $h=30$ pm the exponent is $1.5\pi^2(25/30)^2=10.28$, hence

$$A=2(1.766\times10^{-18}\ {\rm J})\,e^{-10.28}=1.21\times10^{-22}\ {\rm J},$$

and $k^2A=5.3$ N/m. At 35 pm this becomes 60 N/m; at 25 pm, 0.083 N/m. A modest change of spacing changes the violation by a factor of about 700.

The formula can be checked at its weakest point, $h=35$ pm, where the explicit grid sum exceeds it by 0.2%. With $q=A/2|E_x|=5.2\times10^{-4}$, each of the two transverse axes contributes a factor $1+2q$ when the Gaussian is centred on the grid in those directions. Their product is about $1+4q=1.002$, which accounts for the difference. The formula works here although $h$ exceeds $s$, because $q$ is small. At $h=2s$ it would be $q=e^{-3\pi^2/8}=0.025$, and the omitted transverse terms would amount to about 10%; on still coarser grids the one-term formula fails.

## Several atoms

If the atoms lie on the $x$ axis and their densities do not overlap, $F$ is a sum of atomic parts, and $S=\sum_\kappa S_\kappa e^{-ikX_\kappa}$, where $S_\kappa$ belongs to atom $\kappa$ centred at the origin. For two equal atoms a distance $d$ apart,

$$|S|=|S_1|\,\big|1+e^{-ikd}\big|=2|S_1|\,\big|\cos(kd/2)\big| .$$

At $d=2h$ the ripples add. At $d=5h/2$ they cancel in the total energy, but the sum rule can still be broken: the two row sums are opposite and generally nonzero. A vanishing total is thus not sufficient evidence that each row is correct.

## The false translational frequency

Let $M=\sum_\kappa M_\kappa$, and let $\delta C$ be the error of the force constants. The dynamical matrix is $D_{\kappa\kappa'}=C_{\kappa\kappa'}/\sqrt{M_\kappa M_{\kappa'}}$. Uniform translation is the normalized vector $e_\kappa=\sqrt{M_\kappa/M}$, which has eigenvalue zero when the row sums vanish. First-order perturbation theory gives

$$\omega^2=\sum_{\kappa\kappa'}e_\kappa\frac{\delta C_{\kappa\kappa'}}{\sqrt{M_\kappa M_{\kappa'}}}e_{\kappa'}
=\frac1M\sum_{\kappa\kappa'}\delta C_{\kappa\kappa'}
=\frac1M\sum_{\kappa\kappa'}C_{\kappa\kappa'} .$$

The last step uses the zero sum of the unperturbed constants. The result requires an error small compared with the internal force constants, and no other mode near zero frequency that couples to the translation. Under these conditions, if all three directions couple, the same sum becomes a $3\times3$ matrix to be diagonalized. A free molecule at equilibrium also has rotations of zero frequency; where the grid error mixes them with the translations, they must be included in the matrix. A negative sum means an imaginary frequency, although nothing physical is unstable.

## A self-consistent molecule

The numerical case is a hydrogen molecule with nuclear charges smeared by 10 pm, in a periodic cube of edge 400 pm. It uses local-density exchange without correlation and 485 plane waves, a low cutoff. The bond is held at 80 pm, where a force of $6.9\times10^{-9}$ N still pushes the nuclei apart. The translation argument remains valid under these simplifications, but the numbers below belong to this basis and cell and are not converged properties of the molecule. At twice and four times the cutoff energy the force becomes $6.7$ and $6.6\times10^{-9}$ N and the stretch wavenumber 4409 and 4383 cm$^{-1}$ instead of 4350; in a cell of edge 600 pm at the original cutoff energy they become $5.1\times10^{-9}$ N and 4405 cm$^{-1}$. The ripple is far more sensitive, because the low cutoff smooths the density: at $h=40$ pm the first-order $k^2A$, 0.48 N/m below, rises to about 54 and 139 N/m at the two higher cutoffs, where the density index exceeds that of the grid, and to 3.0 N/m in the larger cell.

The density reaches index $p=8$. A deliberately coarse exchange grid of $10^3$ points, with $h=40$ pm, therefore integrates the charge exactly but not the exchange energy. The aliased components of a reference density give $A=1.947\times10^{-23}$ J, or 0.12 meV. This is about one part in $10^5$ of the exchange energy. With $k=2\pi/(40\ {\rm pm})=1.571\times10^{11}\ {\rm m^{-1}}$,

$$k^2A=(1.571\times10^{11}\ {\rm m^{-1}})^2(1.947\times10^{-23}\ {\rm J})=0.480\ {\rm N/m}.$$

Moving one nucleus at a time and differencing the self-consistent forces also gives 0.480 N/m with the nuclei on grid points, and $-0.480$ N/m with both halfway between them. For a total mass of two protons, the false frequency is 1.91 THz, or 63.6 cm$^{-1}$, real in the first position and imaginary in the second. At a shift of $h/4$ the net force is $-3.06\times10^{-12}$ N, in agreement with $kA$ and directed back towards the grid point. Energy changes and net force agree with the first-order prediction to about 0.1%.

Two controls identify the cause. Replacing exchange by a functional linear in $n$, on the same coarse grid, reduces the sum to about $10^{-11}$ N/m in magnitude. So does keeping the exchange functional and using $50^3$ points. Both values lie within the numerical noise allowed for the force differences.

The bandwidth rule is visible as well. On $20^3$ points, where $N>2p=16$, the relative ripple of $n^2$ is at rounding level, $8\times10^{-18}$, while that of $n^{4/3}$ is $2\times10^{-11}$. On $10^3$ points the order is reversed: $n^2$ has the larger ripple, $2.6\times10^{-4}$ against $9.5\times10^{-6}$. Bandwidth says where components must vanish; it does not rank their sizes below that limit.

For this smooth density, refinement works quickly. The sum is $-1.8\times10^{-4}$ N/m on $15^3$ points and $-4.0\times10^{-6}$ N/m on $20^3$, the latter corresponding to an imaginary 0.18 cm$^{-1}$. The decrease is not monotonic at every step: $k^2A$ is $1.4\times10^{-5}$ N/m on $17^3$ points and $2.8\times10^{-5}$ N/m on $18^3$. The sign with nuclei on grid points differs from that on the coarse grid. With the origin at a nucleus, $S$ is negative on $10^3$ points and positive on $15^3$ and $20^3$. On $15^3$ points the bond centre lies halfway between grid points, so this is the reversal by $h/2$: about the bond centre $S$ is negative, as for a single Gaussian placed there. On $20^3$ points nuclei and bond centre all lie on grid points, and the Gaussian model, whose $S$ about its centre is always negative, does not reproduce the positive value. The general derivation does not fix the sign of $S$.

## What a correction repairs

A simple correction replaces each diagonal element by $C_{\kappa\kappa}-\sum_{\kappa'}C_{\kappa\kappa'}$. All row sums then vanish, and so does the translational frequency. The errors in the other force constants remain.

The bond stretch shows the difference. Its wavenumber at the held bond length, from force differences with nuclear displacements of 0.25 pm, is 4349.55 cm$^{-1}$ on the coarse grid and 4349.86 cm$^{-1}$ on the fine one. The finite displacement raises both values by about 0.08 cm$^{-1}$, so it hardly affects their difference. Both row sums equal 0.240 N/m, so the correction lowers the squared stretch wavenumber by the square of the false translational one. The resulting shift is

$$-\frac{(63.6\ {\rm cm^{-1}})^2}{2(4349.6\ {\rm cm^{-1}})}=-0.47\ {\rm cm^{-1}},$$

which moves the stretch to about 4349.1 cm$^{-1}$, farther from the fine-grid value. For non-overlapping atoms whose densities move rigidly with their nuclei, the same subtraction would have removed the whole first-order error, since each atom's ripple then affects its own diagonal element alone. Here the densities overlap, and the grid error also enters the coupling between the nuclei.

The shift is small because a stiff mode responds weakly to a small added force constant. Soft modes have less protection: the same error in $\omega^2$ causes a larger change in $\omega$. A sufficiently fine exchange-correlation grid reduces the error in all the force constants, though not at every single step of refinement, whereas the diagonal correction enforces the sum rule on whatever errors remain. The remaining values are in the numerical output below.

## Table of computed values

```
Gaussian model: width s = 25.0 pm, one electron
Gaussian exchange energy = -1.76608e-18 J
 h = 35 pm: amplitude grid sum 1.8561e-21 J, closed form 1.8522e-21 J
   relative ripple: exchange 1.051e-03, charge 8.459e-05; k^2 A = 59.6925 N/m
 h = 30 pm: amplitude grid sum 1.2111e-22 J, closed form 1.2110e-22 J
   relative ripple: exchange 6.858e-05, charge 2.227e-06; k^2 A = 5.3118 N/m
 h = 25 pm: amplitude grid sum 1.3139e-24 J, closed form 1.3139e-24 J
   relative ripple: exchange 7.440e-07, charge 5.351e-09; k^2 A = 0.0830 N/m
Molecule: cell edge 400 pm, bond 80 pm, nuclear smearing 10 pm
485 plane waves, cutoff energy 3.6148e-17 J; finite-difference step 0.25 pm
Highest density index per axis = 8
Exchange energy = -2.05500e-18 J; force on right nucleus = 6.939e-09 N
 grid 10^3, h = 40.00 pm, shift 0.0 h: A = 1.947e-23 J
   sum C: moved nuclei 4.8043e-01 N/m, aliased components 4.8033e-01 N/m
   row sums 2.4022e-01, 2.4022e-01 N/m; false frequency 1.9073 THz = 63.62 cm^-1
 grid 10^3, h = 40.00 pm, shift 0.5 h: A = 1.947e-23 J
   sum C: moved nuclei -4.8045e-01 N/m, aliased components -4.8033e-01 N/m
   row sums -2.4023e-01, -2.4023e-01 N/m; false frequency -1.9074 THz = -63.62 cm^-1
 grid 15^3, h = 26.67 pm, shift 0.0 h: A = 3.287e-27 J
   sum C: moved nuclei -1.8244e-04 N/m, aliased components -1.8249e-04 N/m
   row sums -9.1218e-05, -9.1218e-05 N/m; false frequency -0.0372 THz = -1.24 cm^-1
 grid 20^3, h = 20.00 pm, shift 0.0 h: A = 4.069e-29 J
   sum C: moved nuclei -4.0141e-06 N/m, aliased components -4.0155e-06 N/m
   row sums -2.0071e-06, -2.0070e-06 N/m; false frequency -0.0055 THz = -0.18 cm^-1
(a negative frequency stands for an imaginary one)
 10^3, shift 0.25 h: energy change 1.9483e-23 J, predicted 1.9467e-23 J
   net force -3.0604e-12 N, predicted -3.0579e-12 N
 10^3, shift 0.50 h: energy change 3.8966e-23 J, predicted 3.8934e-23 J
Control, 50^3 exchange grid: sum C = 1.8e-11 N/m
Control, linear functional on 10^3: sum C = -1.8e-11 N/m
Relative ripple on 10^3: n^2 2.6e-04, n^(4/3) 9.5e-06
Relative ripple on 20^3: n^2 8.4e-18, n^(4/3) 2.0e-11
Bond stretch: 10^3 grid 4349.550 cm^-1, 50^3 grid 4349.857 cm^-1
Three-mass test (dimensionless): lowest omega^2 1.62471e-04, sum C / sum M 1.62500e-04
```
